# Why heavy-element p sets need tight exponents: 2p1/2 versus 2p3/2

A Gaussian p set for a heavy element needs much tighter exponents than a nonrelativistic one because of $p_{1/2}$; $p_{3/2}$ contributes little to the demand. For one electron at $Z=80$ (the ion Hg$^{79+}$) and six Gaussians, the top exponent optimized on a variational upper bound is 11.5 times the nonrelativistic value for $2p_{1/2}$, but 1.44 times for $2p_{3/2}$ (optimized on the kinetically balanced energy, the factors are 8.2 and 1.42). With the nonrelativistic exponents, the variational upper bound derived below lies 7.4 Ry (101 eV) above the exact $2p_{1/2}$ energy and 0.07 Ry above the $2p_{3/2}$ energy; a kinetically balanced matrix in the same exponents misses them by 3.7 and 0.07 Ry. The cause is the small component of $p_{1/2}$. It is s-like, reaches the nucleus without a centrifugal barrier, and changes the shape of the large component there.

## Equations and conventions

Rydberg units are used: $\hbar=1$, $m=1/2$, $e^2=2$, $c=2/\alpha=274.07$. Lengths are in bohr and exponents in bohr$^{-2}$. The nucleus is at first a point, $V=-2Z/r$; electron interaction and radiative corrections are left out. Energies exclude the rest energy $mc^2=c^2/2$. The radial large and small components $P$ and $Q$ (each including a factor $r$) obey

$$VP+c\left(-Q'+\frac{\kappa}{r}Q\right)=EP,\qquad c\left(P'+\frac{\kappa}{r}P\right)=(E+c^2-V)Q .$$

For $p_{1/2}$, $\kappa=+1$ and $Q$ has $l=0$. For $p_{3/2}$, $\kappa=-2$ and $Q$ has $l=2$.

## What happens at the nucleus

Set $P=ar^\gamma$ and $Q=br^\gamma$. The leading terms, of order $r^{\gamma-1}$, give

$$-2Za+c(\kappa-\gamma)b=0,\qquad c(\gamma+\kappa)a=2Zb .$$

The second equation gives $b/a=c(\gamma+\kappa)/(2Z)$. Inserted in the first, it gives $c^2(\kappa^2-\gamma^2)=4Z^2$, or

$$\gamma=\sqrt{\kappa^2-(Z\alpha)^2}.$$

The negative root is rejected because its potential energy diverges. With $Z\alpha=0.5838$:

- $p_{1/2}$: $\gamma=0.812$ and $Q/P\to3.10$.
- $p_{3/2}$: $\gamma=1.913$ and $Q/P\to-0.149$.

A nonrelativistic p function starts as $r^2$, and so does the Gaussian $r^2e^{-\zeta r^2}$. The $p_{3/2}$ function nearly agrees with this. The $p_{1/2}$ function does not, and its "small" component is the larger one at the origin.

The energy $E$ dropped out of this argument. Every $np_{1/2}$ orbital therefore has the same leading shape at the nucleus, with its own amplitude.

## Where the new shape begins

For $2p_{1/2}$ the exact solution has the form

$$P=r^\gamma e^{-\lambda r}(1+p_1r),\qquad Q=r^\gamma e^{-\lambda r}(q_0+q_1r),$$

with $q_0=c(\gamma+\kappa)/(2Z)$ from above. After division by $r^\gamma e^{-\lambda r}$, the terms linear in $r$ are

$$-Ep_1+c\lambda q_1=0,\qquad -c\lambda p_1=(E+c^2)q_1 .$$

Hence $p_1=\mu q_1$ with $\mu=c\lambda/E$, and $c^2\lambda^2=-E(E+c^2)$. The constant terms are

$$-E+c\lambda q_0+q_1[c(\kappa-\gamma-1)-2Z\mu]=0,$$
$$-c\lambda+c\lambda\mu q_0+q_1[c(\kappa+\gamma+1)\mu-2Z]=0,$$

where the second line uses $E+c^2=-c\lambda\mu$. Multiply the first line by $\mu$, note that $\mu E=c\lambda$, and subtract it from the second:

$$q_1\left[2c(\gamma+1)\mu+2Z(\mu^2-1)\right]=0 .$$

For $q_1\ne0$ the bracket vanishes. Since $\mu^2=-(E+c^2)/E$, we have $1-\mu^2=(2E+c^2)/E$, and the condition becomes $c^2\lambda(\gamma+1)=Z(2E+c^2)$. Put $W=E+c^2/2$, so that $c^2\lambda^2=c^4/4-W^2$, and square:

$$c^2(\gamma+1)^2\left(\frac{c^4}{4}-W^2\right)=4Z^2W^2
\;\Rightarrow\;
E=\frac{c^2}{2}\left[\frac{1}{\sqrt{1+(Z\alpha)^2/(\gamma+1)^2}}-1\right].$$

This is $-1809.70$ Ry ($-24622$ eV).

The other choice, $q_1=0$, requires $E=c\lambda q_0$. A bound state has $E<0$, so $q_0<0$, which excludes $\kappa=+1$ and gives $2p_{3/2}$. There $4Z^2/c^2=(2-\gamma)(2+\gamma)$ gives $q_0^2=(2-\gamma)/(2+\gamma)$. With $p_1=q_1=0$ the constant term of the second radial equation reads $-c\lambda=(E+c^2)q_0$; inserted in $E=c\lambda q_0$ it gives $E=-(E+c^2)q_0^2$, hence $E=-c^2(2-\gamma)/4=-1635.62$ Ry ($-22254$ eV). The nonrelativistic value is $-Z^2/4=-1600$ Ry.

In $2p_{1/2}$ the factor $1+p_1r$ gradually turns the power $r^\gamma$ into the nearly nonrelativistic $r^{\gamma+1}$. Its two terms are equal at $r_x=1/p_1$; well inside $r_x$ the power $r^\gamma$ rules. The first constant-term equation gives

$$p_1=\mu\,\frac{E-c\lambda q_0}{-c\gamma-2Z\mu}\qquad(\kappa=1).$$

For small $Z\alpha$: $\gamma\to1$, $\lambda\to Z/2$, $E\to-Z^2/4$, $\mu\to-2c/Z$ and $q_0\to c/Z$. The numerator tends to $-c^2/2$ and the denominator to $3c$, so $p_1\to c^2/(3Z)$ and

$$r_x\to\frac{3Z}{c^2}=\frac34Z\alpha^2 .$$

At $Z=80$ this estimate is 0.0032 bohr; the full formula gives 0.0033 bohr. The matching exponent scale is $1/r_x^2=9.0\times10^4$. Quadrature over the exact functions puts 1.18 % of the potential energy of $2p_{1/2}$ inside $r_x$, against 0.03 % for $2p_{3/2}$ and 0.02 % for the nonrelativistic orbital. One percent of a potential energy of thousands of rydbergs is a large target for a basis to miss.

## An energy that can safely be minimized

Solve the second radial equation for $Q$:

$$Q=\frac{cD}{c^2+E-V},\qquad D=P'+\frac{\kappa}{r}P .$$

Multiply the first equation by $P$ and integrate. Since $-\int PQ'\,dr=\int P'Q\,dr$ (the boundary terms vanish), the result is $F_P(E)=0$ with

$$F_P(E)=\int\left[\frac{c^2D^2}{c^2+E-V}+VP^2\right]dr-E\int P^2dr .$$

For any trial $P$, $F_P$ decreases with $E$ and has one root $E[P]$ above $-c^2$. To see that the root exists, set $E=-c^2$ and $t=\ln r$. A dot denotes $d/dt$:

$$F_P(-c^2)=\frac{c^2}{2Z}\int\left[(\dot P+\kappa P)^2-(Z\alpha)^2P^2\right]dt+c^2\!\int P^2dr .$$

The cross term $2\kappa P\dot P$ is a total derivative and integrates to zero. What remains is

$$F_P(-c^2)=\frac{c^2}{2Z}\int(\dot P^2+\gamma^2P^2)\,dt+c^2\!\int P^2dr>0 .$$

The root is also an upper bound. Let $E_0$ be the lowest level of the given $\kappa$. If some $P$ had $F_P(E_0)<0$, the lowest eigenvalue of the quadratic form $F(E)$ would change sign between $-c^2$ and $E_0$. At the crossing there would be a Dirac level below $E_0$, a contradiction. So $F_P(E_0)\ge0$ and $E[P]\ge E_0$.

As $c\to\infty$ the weight of $D^2$ tends to 1. The cross term $2\kappa PP'/r$ integrates by parts to $\kappa P^2/r^2$, so the kinetic part becomes $P'^2+\kappa(\kappa+1)P^2/r^2$. For both values of $\kappa$ this is the Schrödinger form with $l(l+1)=2$.

Restricted kinetic balance instead expands $Q$ in the functions

$$\left(\frac{d}{dr}+\frac{\kappa}{r}\right)r^2e^{-\zeta r^2}=\left[(2+\kappa)r-2\zeta r^3\right]e^{-\zeta r^2}.$$

The first term survives for $p_{1/2}$, giving the s-like start, and cancels for $p_{3/2}$. The term $c^2D^2/(c^2+E-V)$ in $F_P$ is the maximum over $Q$ of $2cQD-(c^2+E-V)Q^2$. A finite set for $Q$ can only lower that maximum. The kinetically balanced energy thus lies at or below the bound for the same exponents, and nothing guarantees that it stays above the exact energy. Exponents are therefore more safely optimized on $E[P]$. In the six-function sets below the balanced energy stays above the exact one; in sets of ratio 2 with $\zeta_{\max}$ of $2\times10^8$ and more it falls below the exact $2p_{1/2}$ level, by up to about 0.002 Ry.

## How slowly the error falls

Write $P=P_0+\delta$, with $P_0$ exact. The terms linear in $\delta$ vanish at $E_0$, so $F_P(E_0)=F_\delta(E_0)$. Since $-\partial F_P/\partial E=\int(P^2+Q^2)dr$,

$$E[P]-E_0\approx\frac{F_\delta(E_0)}{\int(P_0^2+Q_0^2)\,dr}.$$

Let the tightest Gaussian have the length $r_0=\zeta_{\max}^{-1/2}$. For $r_0\ll2Z/c^2$ the Coulomb term dominates the denominator $c^2+E-V$, and as above

$$F_\delta\approx\frac{c^2}{2Z}\int(\dot\delta^2+\gamma^2\delta^2)\,dt .$$

This expression has no length of its own. The missed part of $ar^\gamma$ has the form $\delta=ar_0^\gamma\varphi(r/r_0)$, so the error varies as

$$a^2r_0^{2\gamma}=a^2\zeta_{\max}^{-\gamma}.$$

In the nonrelativistic case $P_0\propto r^2(1-Zr/2+\dots)$. Gaussians supply $r^2$ times even powers, so the first missed term is $r^3$. Then $\delta\propto r_0^3\varphi(r/r_0)$, and $\int\delta'^2dr\propto r_0^5=\zeta_{\max}^{-5/2}$.

These powers appear in energies from dense sets that start at $\zeta=12$ and continue with ratio 2. Differences between successive sets remove the constant error due to the ratio. The powers found are 0.812 for $2p_{1/2}$, 1.89 for $2p_{3/2}$ (limit 1.913) and 2.49 for the nonrelativistic orbital. The first was measured for $\zeta_{\max}$ from $1.3\times10^{10}$ to $3.3\times10^{12}$. Between $2.0\times10^{8}$ and $1.3\times10^{10}$ the total errors give 0.73, and 0.81 once the constant part is removed. The derivation assumes $\zeta_{\max}\gg(c^2/2Z)^2=2.2\times10^5$, which the six-function sets below do not satisfy, so at such exponents the law is a guide, not a formula for the error. In the limiting regime, a tenfold increase of $\zeta_{\max}$ cuts this part of the error by about 6 for $p_{1/2}$ and about 300 in the nonrelativistic case.

## How large the effect is

Six exponents were varied freely to a local minimum of $E[P]$, with integrals by the trapezoidal rule in $\ln r$:

- Nonrelativistic: 97, 224, 535, 1409, 4350, 18337.
- $2p_{3/2}$: 105, 252, 629, 1743, 5752, 26466.
- $2p_{1/2}$: 161, 467, 1513, 5978, 30490, 210150.

The sharpest nonrelativistic function has the length $18337^{-1/2}=0.0074$ bohr, more than twice $r_x$. The sharpest $2p_{1/2}$ function has $210150^{-1/2}=0.0022$ bohr, inside $r_x$.

Overall contraction does not explain this. In the Schrödinger problem, optimal exponents and energies both scale as the square of the nuclear charge. Matching the $2p_{1/2}$ energy by a larger charge would multiply all exponents by $1809.7/1600=1.13$, and matching its mean radius (0.0525 against 0.0625 bohr) by 1.42; neither comes near the factor 11.5 of the top one.

Each set was then used for all three states. The errors of $E[P]$, in Ry relative to the exact energies, are:

| Exponents from | NR $2p$ | $2p_{3/2}$ | $2p_{1/2}$ |
|---|---:|---:|---:|
| NR $2p$ | 0.026 | 0.070 | 7.42 |
| $2p_{3/2}$ | 0.034 | 0.056 | 5.71 |
| $2p_{1/2}$ | 1.20 | 0.96 | 2.14 |

Even its own six functions leave $2p_{1/2}$ with an error of 2.14 Ry (29 eV), 38 times that of $2p_{3/2}$ in its own set. The last row shows the price of stretching a small set: its smallest exponent rises from 97 to 161, its gaps widen, and the errors of the other two states grow to about 1 Ry.

The kinetically balanced matrix gives smaller errors for $2p_{1/2}$ in the same order: 3.67, 2.56 and 0.95 Ry. All are positive here. With the nonrelativistic exponents, its $2p_{3/2}$ error is 0.065 Ry, so the spin-orbit splitting of 174.1 Ry comes out too small by $3.67-0.07=3.60$ Ry, or 2 %.

The gap widens with the size of the set. For four, six and eight functions, the top $2p_{1/2}$ exponent is 4.0, 11.5 and 27 times the nonrelativistic one; for $2p_{3/2}$ the factors are 1.25, 1.44 and 1.70. The decay laws make this plausible. If the rest of the set has error $\varepsilon$, a tail error $\propto\zeta_{\max}^{-p}$ matches it at $\zeta_{\max}\propto\varepsilon^{-1/p}$, which grows faster for small $p$. This is a scaling argument, not a derivation of the factors.

## Relativity or the point nucleus?

With $c$ ten times larger, $Z\alpha$ falls to 0.058 and the optimized top exponent for $2p_{1/2}$ drops to $1.96\times10^4$, within 7 % of the nonrelativistic value. The demand is relativistic.

It is not an artifact of the point charge. A Gaussian nuclear charge with a round rms radius of 5.5 fm ($1.04\times10^{-4}$ bohr) makes the potential finite at the origin, and the large component then starts as $r^2$. But this happens about thirty times closer in than $r_x$. The six-function optimum stays at $2.10\times10^5$. The level itself rises by 0.055 Ry, with a dense 31-function set as the finite-nucleus reference; this is small beside the basis error. The nuclear charge distribution has the exponent $1.4\times10^8$, far above the top exponent of even the eight-function set, $1.6\times10^6$. A finite nucleus ends the need for ever tighter functions at roughly that scale, not at the scale of nonrelativistic sets.

## What to do about it

**Add tight functions; do not shift the set.** One function was added to the six nonrelativistic ones, with its exponent scanned on a grid above the top. The best place was $1.16\times10^5$, 6.3 times the old top exponent. The $2p_{1/2}$ error fell from 7.42 to 2.20 Ry, and at the same exponent the $2p_{3/2}$ error fell from 0.070 to 0.026 Ry. A function placed at the geometric mean of neighbouring exponents, or below the smallest, left at best 7.34 Ry for $2p_{1/2}$. The missing flexibility is at the tight end. The rule is meant for a list shared by both partners: reoptimizing all seven exponents for $2p_{1/2}$ alone lowers its error further, to 1.02 Ry, but raises the $2p_{3/2}$ error to 0.47 Ry.

**Judge the set by $p_{1/2}$.** If both spin-orbit partners share one exponent list, $p_{1/2}$ should fix its tight end and $p_{3/2}$ should be watched for damage farther out. An average over $j$, or a scalar calculation without $p_{1/2}$ character, does not expose the deficiency in full. A direct probe is to add one more tight p function and see how far the $p_{1/2}$ energy moves. A large shift reveals a deficiency, but it is not the whole error: in the example above, 2.20 Ry remained after the best addition.

**Weigh the error against the purpose.** The tail error is proportional to $a^2$, the squared amplitude at the nucleus. Outer $p_{1/2}$ orbitals share the inner shape but have smaller amplitudes, so their absolute energy errors from this source are smaller. The numbers above belong to a one-electron ion and should not be carried over to valence energies of neutral mercury.

**Expect the problem to fade in light elements.** There $\gamma\to1$ for $p_{1/2}$, which is still not the nonrelativistic power 2. What disappears is the region where it matters: relative to the orbital size $1/Z$, $r_x$ shrinks as $\tfrac34(Z\alpha)^2$.
